# Why a Mismatched Spin Response Opens a Spurious Magnon Gap

**Q.** I was given a calculated magnon spectrum for a ferromagnet with no spin-orbit coupling and no applied field. It starts at about 10 meV instead of zero. Which equation is supposed to put the long-wave magnon at zero?

**A.** The equation for a spin oscillation that sustains itself. I use Hartree atomic units and a collinear Kohn-Sham ground state with potentials \(v_\uparrow\) and \(v_\downarrow\). Let \(W=v_\downarrow-v_\uparrow>0\) be the local exchange splitting, \(m=n_\uparrow-n_\downarrow\) the spin density, and \(M=\int m\) the moment per cell, counted in electrons.

Apply a weak spin-flip field \(b(r)e^{-i\omega t}\) that turns up into down, together with its Hermitian conjugate. An up orbital \(i\) acquires a down component \(j\) with amplitude \(c_{ji}\). The time-dependent Schrödinger equation gives
\[
(\varepsilon_i+\omega)c_{ji}=\varepsilon_jc_{ji}+\langle j|b|i\rangle,
\qquad
c_{ji}=-\frac{\langle j|b|i\rangle}{\varepsilon_j-\varepsilon_i-\omega}.
\]
Occupied down orbitals contribute the same expression with the opposite sign, through the conjugate field. The transverse density \(s=\langle\psi_\uparrow^\dagger\psi_\downarrow\rangle\) is therefore \(s=-X(\omega)b\), with
\[
X(r,r';\omega)=\sum_{ij}\frac{f_i-f_j}{\varepsilon_j-\varepsilon_i-\omega}\,
\phi_i^*(r)\phi_j(r)\,\phi_j^*(r')\phi_i(r').
\]
Here \(i\) is always up, \(j\) is down, and the sum includes the average over k-points. This \(X\) is your chi0, up to the sign and the numerical factor in the definition of the spin-flip density.

The density \(s\) also tilts the exchange field. In a local adiabatic approximation that field is \(-(W/2)\,\hat n\cdot\boldsymbol\sigma\), with \(\hat n\) along the local spin density. Its up-to-down element contains \(n_x+in_y=2s/m\), so the induced field is
\[
b_{\rm ind}=-\frac W2\,\frac{2s}{m}=-Fs,\qquad F=\frac Wm .
\]
A free oscillation has \(b=b_{\rm ind}\), hence \(s=XFs\). With \(v=Fs\),
\[
\left[F^{-1}-X(\omega)\right]v=0. \tag{1}
\]

**Q.** Why does this have a solution at zero frequency?

**A.** Because the splitting is the difference of the two Hamiltonians, \(H_\downarrow-H_\uparrow=W\). Taking it between an up and a down orbital gives
\[
\langle j|W|i\rangle=(\varepsilon_j-\varepsilon_i)\langle j|i\rangle. \tag{2}
\]
Let \(X(0)\) act on \(W\). The energy difference in (2) cancels the denominator:
\[
X(0)W=\sum_{ij}(f_i-f_j)\phi_i^*\phi_j\langle j|i\rangle .
\]
In the \(f_i\) term, completeness gives \(\sum_j\phi_j\langle j|i\rangle=\phi_i\), which leaves \(n_\uparrow\). In the \(f_j\) term, \(\sum_i\phi_i^*\langle j|i\rangle=\phi_j^*\), which leaves \(n_\downarrow\). Thus
\[
X(0)W=m=F^{-1}W, \tag{3}
\]
and \(v=W\) solves (1) at \(\omega=0\). Physically, this is a rigid rotation of all spins, which costs no energy when nothing selects a direction.

**Q.** Where does a different basis or k-set enter?

**A.** Equation (3) can be repeated inside a finite orbital space. If both spins use the same space, and the response keeps the ground-state potentials \(v_\uparrow\) and \(v_\downarrow\), (2) holds for the projected Hamiltonians, and the orbitals are complete within that space. The response set then gives
\[
\tilde X(0)W=\tilde m,
\]
where \(\tilde m\) is the spin density built from the response set's own orbitals and occupations. The kernel \(F=W/m\), however, remembers the ground-state density \(m\). The rotation is no longer a solution, and the residual is \(m-\tilde m\).

This also shows what a zero gap does not prove. A coarse k-set used for both parts gives \(\tilde m=m\) and a gapless spectrum, whether or not the k-set is converged.

**Q.** How large a gap does the residual produce?

**A.** Write \(\tilde X=X+\delta X\) and \(v=W+\delta v\), and keep first-order terms in (1):
\[
\left[F^{-1}-X(0)\right]\delta v=\omega X'(0)W+\delta X\,W .
\]
The prime means a frequency derivative. Multiply by \(W\) and integrate. The bracket is Hermitian and annihilates \(W\), so the left side vanishes:
\[
\omega\,\langle W|X'(0)|W\rangle=-\langle W|\delta X|W\rangle .
\]
On the left, the derivative squares the denominator, and (2) cancels it:
\[
\langle W|X'(0)|W\rangle=\sum_{ij}(f_i-f_j)\frac{|\langle j|W|i\rangle|^2}{(\varepsilon_j-\varepsilon_i)^2}
=\sum_{ij}(f_i-f_j)|\langle j|i\rangle|^2=M .
\]
The last step uses completeness and normalization. On the right, \(\delta X\,W=\tilde X(0)W-m\). To first order in the mismatch,
\[
\omega_{\rm gap}=\frac1M\int W\left[m-\tilde X(0)W\right]dr=\bar\Delta\,\eta_0, \tag{4}
\]
\[
\bar\Delta=\frac{\int Wm}{M},\qquad
\eta_0=\frac{\int W[m-\tilde X(0)W]}{\int Wm}.
\]
Here \(\bar\Delta\) is the exchange splitting averaged with the spin density, and \(\eta_0\) is a relative mismatch.

A homogeneous half-metal with uniform splitting \(\Delta\) makes this transparent. Every q = 0 spin flip costs \(\Delta\), so the pole condition is
\[
1=\frac{\Delta}{M}\,\frac{\tilde M}{\Delta-\omega}
\quad\Rightarrow\quad
\omega=\Delta\left(1-\frac{\tilde M}{M}\right).
\]
The magnon sits at zero because the spin-flip cost \(\Delta\) is cancelled by an equally large exchange term. A small relative error in one of the two leaves that fraction of \(\Delta\) behind.

**Q.** So the exchange splitting amplifies the error?

**A.** It multiplies the relative mismatch, and the product lands on a much smaller energy scale. At small wavevector \(q\) the relative error of a magnon is roughly \(\eta_0\bar\Delta/\omega_q\), so the amplification factor is \(\bar\Delta/\omega_q\). The mismatch \(\eta_0\) may itself depend on the splitting, so the gap need not be linear in it in every case.

**Q.** Can you separate those two effects in an actual calculation?

**A.** Yes, in a model chosen for that purpose. It is a one-dimensional mean-field crystal with cell length 5 bohr and half an electron per cell. The potential is a periodic row of wells \(-e^{-(x/0.7)^2}\) hartree, with \(x\) in bohr measured from each centre. The interaction energy is \(U\int n_\uparrow n_\downarrow\), which gives \(v_\uparrow=V+Un_\downarrow\) and \(v_\downarrow=V+Un_\uparrow\). Hence \(W=Um\) and \(F=U\). Fluctuations beyond mean field are left out, and they matter in one dimension, so this tests the response algebra and does not predict a material.

The solution is a half-metal: the spin-down population is negligible. The up electrons then feel \(V\) alone, and neither \(m\) nor \(\tilde m\) changes with \(U\). Equation (4) becomes
\[
\omega_{\rm gap}=\frac UM\int m(m-\tilde m)\,dx,
\]
with a fixed integral. The ground state uses 32 k-points and the response 15, with the ground-state Fermi level carried over:

| \(U\) (Ha bohr) | \(\bar\Delta\) (mHa) | gap (mHa) | consistent magnon, \(q=0.1\) bohr⁻¹ (mHa) |
|---|---|---|---|
| 2 | 324 | 0.376 | 1.69 |
| 3 | 486 | 0.564 | 1.80 |
| 4 | 648 | 0.752 | 1.86 |

The gap divided by \(\bar\Delta\) stays at 0.00116. Doubling \(U\) doubles the gap but raises the magnon by about 10%.

At \(U=2\) the gap is 0.376 mHa, or 10.2 meV. At \(q=0.1\) bohr⁻¹ the amplification factor is \(324/1.69\approx190\), so a mismatch of 0.116% becomes an error of about 22% of the magnon energy. The model splitting is large, 8.8 eV. With the same mismatch and a splitting of 1 eV, (4) would give about 1.2 meV.

**Q.** Why does the magnon itself hardly follow the splitting?

**A.** The homogeneous half-metal shows the trend. Let \(d_k=\varepsilon_{k+q}-\varepsilon_k\) be the band energy gained when an electron takes up momentum \(q\), and let angle brackets denote the average over occupied states. The consistent pole condition is
\[
1=\left\langle\frac{\Delta}{\Delta+d_k-\omega}\right\rangle .
\]
For \(\Delta\) large compared with \(d_k-\omega\), expand the fraction:
\[
1\approx1-\frac{\langle d_k-\omega\rangle}{\Delta}+\frac{\langle(d_k-\omega)^2\rangle}{\Delta^2}
\quad\Rightarrow\quad
\omega\approx\langle d_k\rangle-\frac{\langle(d_k-\langle d_k\rangle)^2\rangle}{\Delta}.
\]
In the last term \(\omega\) was replaced by its leading value. As \(\Delta\) grows, the magnon approaches \(\langle d_k\rangle\), a band energy independent of \(\Delta\). The crystal has non-uniform orbitals, and its down orbitals change shape as \(U\) grows. The homogeneous formula therefore shows only why a larger splitting can raise the magnon slightly. It supplies neither the size of the rise in the crystal nor the crystal's limit at large \(U\).

**Q.** Could the error push the magnon below zero instead?

**A.** Yes. With 13 response k-points the pole is at \(-0.948\) mHa. In this convention a negative pole says that tilting the spins lowers the energy, so a stable mean-field state is reported as unstable.

For these two odd meshes, counting k-points explains the signs. (For an even mesh a sharp step gives a filling of exactly one half, so the count alone predicts no sign.) The up band is half full, so the Fermi points lie at \(N/4\) mesh spacings from the zone centre. For \(N=15\) this is 3.75 and for \(N=13\) it is 3.25. Both meshes have seven points inside, at \(-3,\ldots,3\) spacings. A sharp step would give fillings of \(7/15=0.467\) and \(7/13=0.538\) instead of 0.5. The temperature of 4 mHa smooths the step, and the computed moments are 0.4994 and 0.5014, on the same two sides of one half.

Equation (4) separates this moment error from an error in the shape of the density:
\[
\omega_{\rm gap}=\bar\Delta\,\frac{M-\tilde M}{M}
+\frac1M\int(W-\bar\Delta)(m-\tilde m)\,dx. \tag{5}
\]
For 15 points the first term is \(324\times0.00057/0.5\approx0.369\) mHa. The shape term supplies the remaining 0.007 mHa.

**Q.** Should I then refit the Fermi level on the response mesh?

**A.** In this half-metal it helps a great deal. With no down electrons, fixing the electron number also fixes the moment, and the first term of (5) vanishes. The 15-point gap falls from 0.376 to \(-0.004\) mHa. In a ferromagnet with both spins occupied, the electron number does not fix the moment, so the same benefit is not guaranteed.

Refitting does not repair orbital shapes. If the response uses five plane waves and the ground state nine, the gap is 22.3 mHa with the old Fermi level and still 1.8 mHa after refitting. Formula (4) predicts 23.0 and 2.1 mHa, so for the refitted case it is about 19% above the actual pole. It is a first-order result. As a test of it, each mismatch was mixed in with weights of plus and minus 1%. The slope of the pole agreed with (4) within a tolerance of 0.1% plus \(10^{-5}\) mHa.

**Q.** My response code uses the ground-state orbitals and k-points, but it cuts off the empty bands. Is that safe?

**A.** Not in general. The kept bands are no longer complete, so \(\tilde X(0)W\) need not equal the spin density of the kept orbitals. Subtracting the kept pairs from the full sum, and using (2), gives
\[
\int W\left[m-\tilde X(0)W\right]dr
=\sum_{\rm missing}(f_i-f_j)\frac{|\langle j|W|i\rangle|^2}{\varepsilon_j-\varepsilon_i}
=\sum_{\rm missing}(f_i-f_j)(\varepsilon_j-\varepsilon_i)|\langle j|i\rangle|^2 .
\]
When the missing bands are empty and lie above the occupied ones, every term is non-negative, so truncation pushes the magnon up at first order. In the model, keeping two, three and five bands gives gaps of 8.6, 2.3 and 0.16 mHa.

If \(W\) is uniform, up and down orbitals coincide, different bands have zero overlap, and the sum vanishes. Even one band then satisfied the sum rule in the numerical test. A uniform splitting does not by itself protect against a k-set mismatch: if the response moment is wrong, the first term of (5) remains.

For a weak non-uniform splitting, (2) makes each overlap proportional to \(W\), so the missing sum is quadratic at fixed occupations. Doubling the splitting from \(0.01W\) with frozen occupations multiplied the sum by 3.997. With free occupations the factor was 3.80, because the down band was emptying at the same time. Starting from \(0.0001W\) it returned to 3.998. These factors belong to the missing sum, not to the gap, which is the sum divided by \(M\). The frozen test gave both spins the same occupations, so \(M=0\) there. With free occupations \(M\) grows in proportion to a weak splitting, and the gap grows only about linearly. If instead a nonzero \(M\) is held fixed, \(\bar\Delta\) and \(\eta_0\) both grow linearly, and the gap grows as their product.

**Q.** A colleague multiplies the kernel by a number until the gap closes. What does that do to the rest of the spectrum?

**A.** First consider the uncorrected error at finite \(q\). Let \(v\) solve the consistent problem at \(\omega_q\). The perturbation argument used for the gap applies again:
\[
\delta\omega_q=-\frac{\langle v|\delta X|v\rangle}{\langle v|X'|v\rangle}=A_q\eta_q,
\]
\[
A_q=\frac{\langle v|F^{-1}|v\rangle}{\langle v|X'|v\rangle},\qquad
\eta_q=-\frac{\langle v|\delta X|v\rangle}{\langle v|F^{-1}|v\rangle}.
\]
At \(q=0\), \(v=W\) and \(A_0=\bar\Delta\).

Now replace \(F\) by \(\lambda F\). The gap closes if \(1/\lambda\) equals the largest eigenvalue \(\kappa\) of \(F\tilde X(0)\) at \(q=0\), assuming that this eigenvalue belongs to the rotation mode. Writing \(\tilde Xv=\kappa F^{-1}v\) and projecting on \(W\) gives, at first order,
\[
(\kappa-1)\langle W|F^{-1}|W\rangle=\langle W|\delta X|W\rangle
\quad\Rightarrow\quad \frac1\lambda=\kappa=1-\eta_0 .
\]
The operator in (1) therefore changes by \(-\eta_0F^{-1}-\delta X\). Its expectation value must be balanced by the frequency shift:
\[
\delta\omega_q^{\rm scaled}\langle v|X'|v\rangle
=-\eta_0\langle v|F^{-1}|v\rangle-\langle v|\delta X|v\rangle,
\]
\[
\delta\omega_q^{\rm scaled}=A_q(\eta_q-\eta_0). \tag{6}
\]
Scaling removes the part of the relative mismatch that is common to all \(q\). The variation with \(q\) remains, still multiplied by an energy close to the exchange splitting.

In an inversion-symmetric crystal with a smooth, symmetric response, the remainder is even in \(q\) and vanishes at zero, so it starts as \(q^2\). The gap error has become a stiffness error. For the 15-point response, doubling \(q\) from 0.02 bohr⁻¹ multiplied the remainder by 3.99, and the stiffness was wrong by about 0.09% relative to the consistent 32-point value.

**Q.** Is scaling better than subtracting the gap from the whole curve?

**A.** Subtraction leaves
\[
A_q\eta_q-A_0\eta_0=A_q(\eta_q-\eta_0)+(A_q-A_0)\eta_0 .
\]
The second term is extra, but it can add to the first or cancel it, so there is no general ranking. A third choice is a pointwise kernel,
\[
F_{\rm new}(r)=\frac{W(r)}{[\tilde X(0)W](r)},
\]
which satisfies \(F_{\rm new}^{-1}W=\tilde X(0)W\) and closes the gap by construction. It requires a denominator without zeros. For a pure k-set or basis mismatch the denominator is \(\tilde m\), so this kernel uses the response set's own spin density.

At \(q=0.2\) bohr⁻¹ the consistent magnon energy is 6.54 mHa. The errors relative to it, in mHa, are:

| response | raw | subtracted | scaled | pointwise |
|---|---|---|---|---|
| 15 k-points | 0.384 | 0.0085 | 0.0053 | 0.0052 |
| 3 bands | 2.46 | 0.172 | 0.155 | 0.121 |

For the k-set mismatch, each correction leaves an error of about 0.1% of the magnon energy. For three bands, scaling leaves 2.4% and the pointwise kernel 1.8%. The spectrum is gapless in both cases, yet the second is clearly less accurate. The scaling factors are 1.0012 and 1.0072; a factor near one does not guarantee an equally small magnon error.

**Q.** What if my sample really has a gap?

**A.** Then forcing the pole to zero removes physics. Take a uniform field that adds a spin splitting \(b\), so that \(H_\downarrow-H_\uparrow=W+b\), with \(W\) still the exchange part. Equation (2) becomes
\[
\langle j|W|i\rangle=(\varepsilon_j-\varepsilon_i-b)\langle j|i\rangle .
\]
The bracket cancels the denominator of \(X\) at \(\omega=b\), and completeness gives \(X(b)W=m=F^{-1}W\). The true pole is at \(b\). In the model with \(b=2\) mHa, the consistent calculation gives 2.000 mHa. A kernel factor of 1.0062 moves the pole to zero. That factor is smaller than the 1.0072 needed for the three-band error, so its size cannot tell a physical gap from a numerical one.

With a known uniform field, choose \(\lambda\) so that the pole lies at \(b\). With spin-orbit coupling, spin rotation is no longer a symmetry and the gap is not known beforehand. One can fix \(\lambda\) with the coupling switched off, but its transfer to the coupled calculation is an additional approximation that I have not tested here.

**Q.** What should I ask for before I compare the spectrum with my data?

**A.** Ask for \(\tilde X(0)W\) next to \(m\), from a calculation without field or spin-orbit coupling. If the kernel is \(F=W/m\), their difference, inserted in (4), estimates the spurious gap before any pole is searched for. An error in the kernel itself does not show up in this difference, so ask also whether \(Fm=W\) holds in the code. If it matters on your energy scale, the first remedy is to build the density, the kernel and the response from one orbital space, one k-set and one set of occupations, with enough empty bands. Then converge that common set, because consistency secures the zero but not the stiffness. If a kernel correction is still needed, ask for the uncorrected gap and for the change in the dispersion when the response set is enlarged. The numerical output below gives the remaining values for the model.

## Computed results

```
cell 5.0 bohr, well depth 1.0 Ha, well width 0.7 bohr
filling 0.5 per cell, temperature 0.004 Ha, U 2.0 Ha bohr
ground set: 32 k-points, 9 plane waves, 20 grid points
moment per cell M = 0.500000, spin-down electrons 9.1e-31
mean exchange splitting = 323.991 mHa = 8816 meV
lowest q=0 spin-flip pair energy = 293.25 mHa
consistent set: relative residual 4.3e-15, pole 1.5e-12 mHa
mismatch: response moment, first-order gap (mHa), pole (mHa)
  15 k, Fermi level kept: 0.499430, 0.37602, 0.37598
  13 k, Fermi level kept: 0.501435, -0.94740, -0.94764
  15 k, Fermi level refitted: 0.500000, -0.00415, -0.00415
  5 plane waves, level kept: 0.468383, 22.95714, 22.31545
  5 plane waves, refitted: 0.500000, 2.09838, 1.76303
main gap (15 k, level kept) = 10.23 meV
  2 bands kept: first-order gap 9.29561 mHa, pole 8.59923 mHa
  3 bands kept: first-order gap 2.45012 mHa, pole 2.28972 mHa
  5 bands kept: first-order gap 0.16034 mHa, pole 0.15542 mHa
uniform splitting, 1 band: relative residual 5.1e-15
growth of missing sum when a weak splitting doubles:
  from 0.01 W: occupations frozen 3.997, free 3.797
  from 0.0001 W: occupations free 3.998
U (Ha bohr): splitting, 15-k gap, magnon at q=0.1/bohr (mHa), gap/split
  2.0: 323.991, 0.37598, 1.6943, 0.001160
  3.0: 485.987, 0.56395, 1.7961, 0.001160
  4.0: 647.983, 0.75191, 1.8572, 0.001160
U doubled: gap times 1.9998, magnon times 1.0961
q=0: A = 323.991 mHa, eta = 0.001161
q=0.1/bohr: A = 324.639 mHa, eta = 0.001165, first-order error raw 0.37819, scaled 0.00142 mHa
q=0.2/bohr: A = 326.673 mHa, eta = 0.001177, first-order error raw 0.38447, scaled 0.00534 mHa
errors in mHa: raw, gap subtracted, scalar scaling, pointwise kernel
  15 k: scalar factor 1.001162, pointwise kernel / U from 1.00095 to 1.00117
    q=0.1/bohr, consistent 1.6943: 0.37816, 0.00218, 0.00142, 0.00138
    q=0.2/bohr, consistent 6.5376: 0.38445, 0.00846, 0.00535, 0.00518
  3 bands: scalar factor 1.007179, pointwise kernel / U from 0.95884 to 1.07172
    q=0.1/bohr, consistent 1.6943: 2.33453, 0.04481, 0.04086, 0.03234
    q=0.2/bohr, consistent 6.5376: 2.46154, 0.17183, 0.15521, 0.12072
q doubled from 0.02/bohr: scaled error grows by 3.989
stiffness 0.17130 Ha bohr^2, error after scaling 0.085 percent
field splitting 2.000 mHa: true pole 2.000000 mHa
scaling by 1.006171 moves it to 0.000000 mHa
```
